# Polarizability, dielectric constants and the Lyddane-Sachs-Teller relation in the shell model: a numerical check

```python
"""Shell model of a rocksalt crystal: polarizability, dielectric constants, LST.

Result under test. Ion i has a core (charge X_i) and a massless shell (charge
Y_i) joined by a spring k_i; the ion charges are +Z and -Z. Shells of nearest
neighbours repel with V(r) = B exp(-r/rho). With v the cell volume and
    R = 2 (V'' + 2 V'/r0),   1/R0 = 1/R + 1/k1 + 1/k2,   d = Y1/k1 - Y2/k2,
    alpha = Y1^2/k1 + Y2^2/k2 - R0 d^2,   Zp = Z - R0 d,
    alpha0 = alpha + Zp^2/R0,   x = 4 pi alpha/(3 v),  x0 = 4 pi alpha0/(3 v),
the claims are eps = (1+2x)/(1-x) for both dielectric constants, and
    mu w_TO^2 = R0 (1-x0)/(1-x),   mu w_LO^2 = R0 (1+2x0)/(1+2x),
    w_LO^2/w_TO^2 = eps_0/eps_inf.
The independent side is a lattice calculation with Ewald sums.
Units: eV, angstrom, elementary charge, atomic mass unit. COUL = e^2/(4 pi eps0)
multiplies each product of two charges.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.optimize import fsolve
from scipy.special import erfc

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10          # eV angstrom
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10    # angstrom
PI4 = 4 * np.pi
EYE = np.eye(3)


def madelung(half_width):
    """Rocksalt Madelung constant: cube sum with shared boundary charges."""
    n = np.arange(-half_width, half_width + 1)
    share = np.where(abs(n) == half_width, 0.5, 1.0)
    i, j, k = np.meshgrid(n, n, n, indexing="ij")
    weight = share[:, None, None] * share[None, :, None] * share[None, None, :]
    r = np.sqrt(i**2 + j**2 + k**2)
    sign = 1 - 2 * ((i + j + k) % 2)
    away = r > 0
    return -np.sum((sign * weight)[away] / r[away])


MADELUNG = madelung(30)
assert abs(MADELUNG - madelung(20)) < 1e-5


def pair_potential(p):
    """V'(r0), V''(r0) and B, with B fixed by zero pressure."""
    v1 = -MADELUNG * COUL * p["Z"]**2 / (6 * p["r0"]**2)
    return v1, -v1 / p["rho"], -v1 * p["rho"] * np.exp(p["r0"] / p["rho"])


def derived(p):
    """The formulas under test."""
    v1, v2, _ = pair_potential(p)
    (y1, y2), (k1, k2), (m1, m2) = p["Y"], p["k"], p["m"]
    f = {"vol": 2 * p["r0"]**3, "mu": m1 * m2 / (m1 + m2)}
    f["R"] = 2 * (v2 + 2 * v1 / p["r0"])
    f["R0"] = 1 / (1 / f["R"] + 1 / k1 + 1 / k2)
    f["d"] = y1 / k1 - y2 / k2
    f["a1"], f["a2"] = COUL * y1**2 / k1, COUL * y2**2 / k2
    f["alpha"] = f["a1"] + f["a2"] - COUL * f["R0"] * f["d"]**2
    f["Zp"] = p["Z"] - f["R0"] * f["d"]
    f["alpha0"] = f["alpha"] + COUL * f["Zp"]**2 / f["R0"]
    f["x"] = PI4 * f["alpha"] / (3 * f["vol"])
    f["x0"] = PI4 * f["alpha0"] / (3 * f["vol"])
    f["eps_inf"] = (1 + 2 * f["x"]) / (1 - f["x"])
    f["eps_0"] = (1 + 2 * f["x0"]) / (1 - f["x0"])
    f["K_TO"] = f["R0"] * (1 - f["x0"]) / (1 - f["x"])
    f["K_LO"] = f["R0"] * (1 + 2 * f["x0"]) / (1 + 2 * f["x"])
    f["Zborn"] = f["Zp"] * (f["eps_inf"] + 2) / 3
    return f


def dipole_tensors(r0, q):
    """Ewald sums of the second derivatives of 1/r times exp(i q.r)."""
    n = np.array(list(product(range(-5, 6), repeat=3)))
    cell = r0 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
    lattice_vectors = n @ cell
    G = n @ (2 * np.pi * np.linalg.inv(cell).T)
    kvec = G - q
    k2 = np.sum(kvec**2, axis=1)
    keep = k2 > 1e-12 / r0**2
    G, kvec, k2 = G[keep], kvec[keep], k2[keep]
    eta, vol = 1.2 / r0, 2 * r0**3
    g = eta / np.sqrt(np.pi)
    T = np.zeros((2, 2, 3, 3), complex)
    for a, b in product(range(2), repeat=2):
        tau = np.array([(b - a) * r0, 0, 0])
        wk = np.exp(-k2 / (4 * eta**2) + 1j * (G @ tau)) / k2
        T[a, b] = -PI4 / vol * np.einsum("n,ni,nj->ij", wk, kvec, kvec)
        x = lattice_vectors + tau
        r = np.linalg.norm(x, axis=1)
        x, r = x[r > 1e-9], r[r > 1e-9]
        gauss, tail = np.exp(-(eta * r)**2), erfc(eta * r)
        phase = np.exp(1j * (x @ q))
        iso = -(tail / r**3 + 2 * g * gauss / r**2)
        aniso = 3 * tail / r**3 + 6 * g * gauss / r**2 + 4 * g * eta**2 * gauss
        T[a, b] += EYE * np.sum(iso * phase)
        T[a, b] += np.einsum("n,ni,nj->ij", aniso * phase / r**2, x, x)
        if a == b:                       # remove the ion's action on itself
            T[a, b] += EYE * 4 * g * eta**2 / 3
    return T


def lattice(p, w2):
    """Modes and dielectric response from the full force-constant matrix."""
    r0, Z = p["r0"], p["Z"]
    vol = 2 * r0**3
    qhat = np.array([1.0, 2.0, 2.0]) / 3
    that = np.array([2.0, 1.0, -2.0]) / 3
    q = 3e-4 / r0 * qhat
    T, T_static = dipole_tensors(r0, q), dipole_tensors(r0, np.zeros(3))
    # Lorentz field: same tensor for every pair of sublattices
    lorentz = PI4 / vol * (EYE / 3 - np.outer(qhat, qhat))
    assert np.max(abs(T - lorentz)) * vol < 1e-5
    charge = np.array([Z - p["Y"][0], -Z - p["Y"][1], p["Y"][0], p["Y"][1]])
    H = np.zeros((4, 3, 4, 3), complex)   # core 1, core 2, shell 1, shell 2
    for a in range(4):
        gradient = Z * T_static[a % 2, 0] - Z * T_static[a % 2, 1]
        assert np.max(abs(gradient)) * vol < 1e-9     # vanishes at cubic sites
        H[a, :, a, :] += COUL * charge[a] * gradient
        for b in range(4):
            H[a, :, b, :] -= COUL * charge[a] * charge[b] * T[a % 2, b % 2]
    for i in range(2):
        for a, b in product((i, i + 2), repeat=2):
            H[a, :, b, :] += (1 if a == b else -1) * p["k"][i] * EYE
    v1, v2, _ = pair_potential(p)
    for n in np.vstack([EYE, -EYE]):
        nn = np.outer(n, n)
        bond = v2 * nn + v1 / r0 * (EYE - nn)
        phase = np.exp(1j * r0 * (q @ n))
        H[2, :, 2, :] += bond
        H[3, :, 3, :] += bond
        H[2, :, 3, :] -= bond * phase
        H[3, :, 2, :] -= bond * np.conj(phase)
    H = H.reshape(12, 12)
    cc, cs, sc_, ss = H[:6, :6], H[:6, 6:], H[6:, :6], H[6:, 6:]
    mass = np.repeat(p["m"], 3)
    D = (cc - cs @ np.linalg.solve(ss, sc_)) / np.sqrt(np.outer(mass, mass))
    eig = np.linalg.eigvalsh((D + D.conj().T) / 2)
    eig = eig[np.argsort(abs(eig))]       # three acoustic, two TO, one LO
    mu = p["m"][0] * p["m"][1] / sum(p["m"])
    out = {"K_TO": mu * eig[3], "K_TO_b": mu * eig[4], "K_LO": mu * eig[5]}
    load = np.kron(charge, qhat)          # unit external longitudinal field

    def epsilon(matrix, force):
        P = np.real(force @ np.linalg.solve(matrix, COUL * force)) / vol
        return 1 / (1 - PI4 * P)

    out["eps_inf"] = epsilon(ss, load[6:])
    out["eps_0"] = epsilon(H, load)
    moving = H.copy()
    moving[:6, :6] -= np.diag(mass) * w2
    out["eps_w"] = epsilon(moving, load)
    core = np.concatenate([that, np.zeros(3)])
    shell = -np.linalg.solve(ss, sc_ @ core)
    moved = np.concatenate([core, shell])
    out["Zborn"] = np.real(np.kron(charge, that) @ moved)
    return out


def one_shell_polarizability(p, ion, caged):
    """Nonlinear force balance of one shell, its neighbours held fixed."""
    B = pair_potential(p)[2] if caged else 0.0
    Y, k = p["Y"][ion], p["k"][ion]
    direction, field = np.array([2.0, 3.0, 6.0]) / 7, 1e-3
    neighbours = p["r0"] * np.vstack([EYE, -EYE])

    def force(w):
        sep = w - neighbours
        r = np.linalg.norm(sep, axis=1)
        push = B / p["rho"] * np.exp(-r / p["rho"]) / r
        return Y * field * direction - k * w + push @ sep

    w = fsolve(force, np.zeros(3), xtol=1e-12)
    assert np.max(abs(force(w))) < 1e-11
    return COUL * Y * (w @ direction) / field


def close(a, b, tol=1e-5):
    return abs(a - b) <= tol * max(abs(a), abs(b))


example = dict(Z=1.0, r0=2.8, rho=0.3, Y=(-2.0, -2.5), k=(120.0, 30.0),
               m=(25.0, 35.0))
cases = {"example": example,
         "equal Y/k": dict(example, Y=(-1.0, -2.5), k=(24.0, 60.0)),
         "Zp above Z": dict(example, Y=(-4.0, -1.0), k=(100.0, 50.0)),
         "unstable": dict(example, rho=0.5)}
formulas, lattices = {}, {}
worst = 0.0
for name, p in cases.items():
    f = derived(p)
    w2 = 0.3 * f["R0"] / f["mu"]
    L = lattice(p, w2)
    formulas[name], lattices[name] = f, L
    for key in ("eps_inf", "eps_0", "K_TO", "K_LO", "Zborn"):
        assert close(L[key], f[key]), (name, key, L[key], f[key])
        worst = max(worst, abs(L[key] / f[key] - 1))
    assert close(L["K_TO"], L["K_TO_b"])
    # frequency-dependent dielectric function
    a_w = f["alpha"] + COUL * f["Zp"]**2 / (f["R0"] - f["mu"] * w2)
    x_w = PI4 * a_w / (3 * f["vol"])
    assert close(L["eps_w"], (1 + 2 * x_w) / (1 - x_w))
    # LST and the splitting, with every quantity taken from the lattice
    assert close(L["eps_0"] / L["eps_inf"], L["K_LO"] / L["K_TO"])
    split = PI4 * COUL * L["Zborn"]**2 / (f["vol"] * L["eps_inf"])
    assert close(L["K_LO"] - L["K_TO"], split)
    # single shell: free, then in a fixed cage
    for ion in range(2):
        free = one_shell_polarizability(p, ion, False)
        caged = one_shell_polarizability(p, ion, True)
        assert close(free, COUL * p["Y"][ion]**2 / p["k"][ion])
        assert close(caged, COUL * p["Y"][ion]**2 / (p["k"][ion] + f["R"]))
        assert caged < free


def lattice_alpha(name):
    e = lattices[name]["eps_inf"]
    return 3 * formulas[name]["vol"] / PI4 * (e - 1) / (e + 2)


def free_sum(name):
    return formulas[name]["a1"] + formulas[name]["a2"]


assert close(lattice_alpha("equal Y/k"), free_sum("equal Y/k"))
assert lattice_alpha("example") < 0.99 * free_sum("example")
high = lattices["Zp above Z"]
assert 3 * high["Zborn"] / (high["eps_inf"] + 2) > 1.01
assert formulas["unstable"]["x0"] > 1 and lattices["unstable"]["K_TO"] < 0
assert formulas["example"]["x0"] < 1 and lattices["example"]["K_TO"] > 0

f, L = formulas["example"], lattices["example"]
v1, v2, B = pair_potential(example)


def angular_frequency(K):
    return np.sqrt(K * sc.e * 1e20 / (f["mu"] * sc.atomic_mass))


w_to, w_lo = angular_frequency(f["K_TO"]), angular_frequency(f["K_LO"])
x_free = PI4 * free_sum("example") / (3 * f["vol"])
caged2 = one_shell_polarizability(example, 1, True)


def show(label, value, unit="", digits=4):
    print(f"{label} = {value:.{digits}f} {unit}".rstrip())


show("e^2/(4 pi eps0)", COUL, "eV A")
show("Z", example["Z"], "e", 1)
show("r0", example["r0"], "A", 1)
show("rho", example["rho"], "A", 1)
for i in range(2):
    show(f"Y{i+1}", example["Y"][i], "e", 1)
    show(f"k{i+1}", example["k"][i], "eV/A^2", 1)
    show(f"m{i+1}", example["m"][i], "u", 1)
show("reduced mass", f["mu"], "u")
show("cell volume v", f["vol"], "A^3")
show("Madelung constant", MADELUNG)
show("B from zero pressure", B, "eV", 1)
show("V'(r0)", v1, "eV/A")
show("V''(r0)", v2, "eV/A^2")
show("R", f["R"], "eV/A^2")
show("R0", f["R0"], "eV/A^2")
show("d = Y1/k1 - Y2/k2", f["d"], "e A^2/eV", 5)
show("free-ion alpha1", f["a1"], "A^3")
show("free-ion alpha2", f["a2"], "A^3")
show("alpha2, fixed cage", caged2, "A^3")
show("alpha1 + alpha2", free_sum("example"), "A^3")
show("reduction R0 d^2", free_sum("example") - f["alpha"], "A^3")
show("alpha (electronic)", f["alpha"], "A^3")
show("alpha (electronic)", f["alpha"] / BOHR**3, "bohr^3", 2)
show("Z'", f["Zp"], "e")
show("ionic part Z'^2/R0", f["alpha0"] - f["alpha"], "A^3")
show("alpha0 (static)", f["alpha0"], "A^3")
show("x", f["x"])
show("x0", f["x0"])
show("eps_inf", f["eps_inf"])
show("eps_inf without reduction", (1 + 2 * x_free) / (1 - x_free))
show("eps_0", f["eps_0"])
show("Born charge Z*", f["Zborn"], "e")
show("mu w_TO^2", f["K_TO"], "eV/A^2")
show("mu w_LO^2", f["K_LO"], "eV/A^2")
show("hbar w_TO", sc.hbar * w_to / sc.e, "eV", 5)
show("hbar w_LO", sc.hbar * w_lo / sc.e, "eV", 5)
show("w_TO/(2 pi)", w_to / (2e12 * np.pi), "THz", 3)
show("w_LO/(2 pi)", w_lo / (2e12 * np.pi), "THz", 3)
show("lattice eps_inf", L["eps_inf"])
show("lattice eps_0", L["eps_0"])
show("lattice eps_0/eps_inf", L["eps_0"] / L["eps_inf"])
show("lattice w_LO^2/w_TO^2", L["K_LO"] / L["K_TO"])
show("unstable case: rho", cases["unstable"]["rho"], "A", 1)
show("unstable case: x0", formulas["unstable"]["x0"])
show("unstable case: mu w_TO^2", lattices["unstable"]["K_TO"], "eV/A^2")
print(f"largest relative deviation, lattice/formula = {worst:.1e}")
print("verified")
```

Running it gives:

```
e^2/(4 pi eps0) = 14.3996 eV A
Z = 1.0 e
r0 = 2.8 A
rho = 0.3 A
Y1 = -2.0 e
k1 = 120.0 eV/A^2
m1 = 25.0 u
Y2 = -2.5 e
k2 = 30.0 eV/A^2
m2 = 35.0 u
reduced mass = 14.5833 u
cell volume v = 43.9040 A^3
Madelung constant = 1.7476
B from zero pressure = 1814.9 eV
V'(r0) = -0.5350 eV/A
V''(r0) = 1.7832 eV/A^2
R = 2.8021 eV/A^2
R0 = 2.5092 eV/A^2
d = Y1/k1 - Y2/k2 = 0.06667 e A^2/eV
free-ion alpha1 = 0.4800 A^3
free-ion alpha2 = 2.9999 A^3
alpha2, fixed cage = 2.7437 A^3
alpha1 + alpha2 = 3.4799 A^3
reduction R0 d^2 = 0.1606 A^3
alpha (electronic) = 3.3193 A^3
alpha (electronic) = 22.40 bohr^3
Z' = 0.8327 e
ionic part Z'^2/R0 = 3.9794 A^3
alpha0 (static) = 7.2987 A^3
x = 0.3167
x0 = 0.6964
eps_inf = 2.3904
eps_inf without reduction = 2.4911
eps_0 = 7.8800
Born charge Z* = 1.2187 e
mu w_TO^2 = 1.1150 eV/A^2
mu w_LO^2 = 3.6757 eV/A^2
hbar w_TO = 0.01788 eV
hbar w_LO = 0.03246 eV
w_TO/(2 pi) = 4.323 THz
w_LO/(2 pi) = 7.849 THz
lattice eps_inf = 2.3904
lattice eps_0 = 7.8800
lattice eps_0/eps_inf = 3.2965
lattice w_LO^2/w_TO^2 = 3.2965
unstable case: rho = 0.5 A
unstable case: x0 = 1.2048
unstable case: mu w_TO^2 = -0.3942 eV/A^2
largest relative deviation, lattice/formula = 1.4e-07
verified
```
